\section*{When a Ferroelectric Current Pulse Measures the Resistor, Not the Film}

\section{A switching time of 143 nanoseconds}

\textbf{Q:} I have a circuit calculation for a ferroelectric capacitor. The film is $d=10$ nm thick, with polarization $P_s=20\ \mu\mathrm{C/cm^2}$ and coercive field $E_c=1$ MV/cm. The pad is a square of side $100\ \mu$m. I step the generator to $V=3$ V through $R=100\ \Omega$, and the polarization takes 143 ns to go from $-P_s$ to $+P_s$. The current flows because the dipoles reverse, so 143 ns is the switching time of the film.

\textbf{A:} The current does flow because the polarization reverses. But the reversal also needs the current: the electrodes must receive the charge that compensates the new polarization, and it all passes through your resistor. How much charge is that?

\textbf{Q:} The polarization changes by $2P_s$, so for area $A$
\[
2P_sA=2\times0.20\ \mathrm{C/m^2}\times10^{-8}\ \mathrm{m^2}=4.0\ \mathrm{nC}.
\]

\textbf{A:} If the resistor carried the full 3 V throughout, the current would be 30 mA, and 4.0 nC would need 133 ns. That is suspiciously close to your 143 ns.

\textbf{Q:} It could be a coincidence. A slow film might also take 143 ns.

\textbf{A:} It might, so let us find what the circuit alone demands. Let $v(t)$ be the film voltage, $i$ the current and $Q$ the charge passed, all positive in the direction that drives $P$ upward. The generator voltage is constant after the step, and the film starts at $v=0$. Kirchhoff's law is
\begin{equation}
V=R\,i+v,\qquad i=\frac{dQ}{dt}. \label{circuit}
\end{equation}
Integrate over the switching time $T$, which I also call the width, in which charge $\Delta Q$ passes, and write $\langle v\rangle$ for the time average of $v$:
\begin{equation}
VT=R\,\Delta Q+\langle v\rangle T
\quad\Longrightarrow\quad
T=\frac{R\,\Delta Q}{V-\langle v\rangle}. \label{identity}
\end{equation}
Nothing was assumed about how the film switches. Rearranged, $R\Delta Q/(VT)=1-\langle v\rangle/V$ is the fraction of the applied voltage that was lost, on average, in the resistor. You can get it from one current record, since $\Delta Q$ is the area under the current up to time $T$. The current need not show when the polarization reaches $+P_s$, but (\ref{identity}) holds for any end time. Use the same one for $T$ and $\Delta Q$, and the fraction refers to that interval.

\section{A lower limit for any mechanism}

\textbf{Q:} Equation (\ref{identity}) contains $\langle v\rangle$, which depends on the film. If $\langle v\rangle$ could be very negative, $T$ could be as short as you like.

\textbf{A:} Energy prevents that. Multiply (\ref{circuit}) by $i$ and integrate:
\begin{equation}
V\Delta Q=R\int_0^T i^2\,dt+W,\qquad W=\int_0^T v\,i\,dt, \label{energy}
\end{equation}
where $W$ is the work done on the film. The mean current is $\bar\imath=\Delta Q/T$, and a square cannot be negative, so
\[
0\le\int_0^T(i-\bar\imath)^2dt
=\int_0^T i^2dt-2\bar\imath\,\Delta Q+\bar\imath^2T
=\int_0^T i^2dt-\frac{\Delta Q^2}{T}.
\]
Put this into (\ref{energy}): $V\Delta Q-W\ge R\,\Delta Q^2/T$. The left side is the heat in the resistor, which is positive, so we may divide by it:
\begin{equation}
T\ge\frac{R\,\Delta Q}{V-W/\Delta Q}. \label{bound}
\end{equation}
Equality holds for a constant current.

Now suppose that the film starts in a state of lowest free energy and stays in contact with surroundings at fixed temperature. The second law says that $W$ is at least the rise in free energy, which cannot be negative from such a start. Hence $W\ge0$ and
\begin{equation}
T\ge\frac{R\,\Delta Q}{V}\ge\frac{2P_sAR}{V}. \label{floor}
\end{equation}
The last step uses $\Delta Q=2P_sA+Cv_{\rm end}$, with $C$ the background dielectric capacitance and $v_{\rm end}$ the final film voltage. It needs $v_{\rm end}\ge0$, which holds in the models below. For fixed $R$, $V$ and $P_s$ this floor grows in proportion to the area.

\textbf{Q:} What if my film has a built-in bias?

\textbf{A:} Then it may start in the less stable of two states and give up energy as it switches. $W$ can be negative, and (\ref{floor}) need not hold. Equation (\ref{bound}) still does.

\section{Where the intrinsic time enters}

\textbf{Q:} A floor of 133 ns leaves 10 ns. Is that the film's own time?

\textbf{A:} No, the two do not simply subtract. We need a film law. Take the homogeneous Landau--Khalatnikov model, in which the whole film has one polarization $P=P_s\,p$:
\begin{equation}
\rho\frac{dP}{dt}=\frac vd-E_L(P),\qquad E_L=\alpha P+\beta P^3,\quad \alpha<0. \label{lk}
\end{equation}
Here $\rho$ is a viscosity coefficient. Rest at $P=\pm P_s$ without voltage requires $\beta=-\alpha/P_s^2$, so $E_L=|\alpha|P_s(p^3-p)$. Between the wells this is largest where $3p^2-1=0$ with $p<0$, at $p=-1/\sqrt3$, and its value there is $2|\alpha|P_s/(3\sqrt3)$. That maximum is the field needed to force the film over, so it is $E_c$, and
\[
E_L=\frac{3\sqrt3}{2}E_c\,(p^3-p).
\]
Neglect the background capacitance for the moment, so that $i=A\,dP/dt$. Equation (\ref{lk}) gives $v=dE_L+\rho d\,dP/dt$, and (\ref{circuit}) becomes
\begin{equation}
(RA+\rho d)\frac{dP}{dt}=V-dE_L(P). \label{sum}
\end{equation}
The resistor and the film's viscosity appear as a sum: they are two frictions in series. For $V>V_c=E_cd$ the right side stays positive between the wells, and we can separate variables:
\begin{equation}
T=(RA+\rho d)\int_{-P_s}^{P_s}\frac{dP}{V-dE_L}
=(RA+\rho d)\frac{P_s}{V}J,\quad
J=\int_{-1}^{1}\frac{dp}{1-g(p)}, \label{width}
\end{equation}
with $g=dE_L/V$. Without the resistor the width is the intrinsic time at voltage $V$, $T_0=\rho d\,P_sJ/V$. Therefore
\begin{equation}
T=T_0\left(1+\frac{RA}{\rho d}\right). \label{law}
\end{equation}

\textbf{Q:} How large is $J$?

\textbf{A:} Since $g$ is odd, average the integrand at $p$ and $-p$:
\[
J=\frac12\int_{-1}^{1}\left[\frac1{1-g}+\frac1{1+g}\right]dp
=\int_{-1}^{1}\frac{dp}{1-g^2}\ge2 .
\]
Far above $V_c$ it tends to 2. As $V$ falls to $V_c$ it diverges, because $1-g$ then vanishes at $p=-1/\sqrt3$ and the film stalls there. Here $V_c=1$ V, and numerical quadrature gives $J=2.125$ at 3 V and 2.705 at 1.5 V.

\textbf{Q:} Then I need $\rho$. My calculation used $100\ \Omega\,$cm, which is $1\ \Omega\,$m.

\textbf{A:} So $\rho d=10^{-8}\ \Omega\,\mathrm{m^2}$, and
\[
T_0=10^{-8}\times\frac{0.20}{3}\times2.125\ \mathrm{s}=1.42\ \mathrm{ns}.
\]
For your pad $RA=10^{-6}\ \Omega\,\mathrm{m^2}$, a hundred times $\rho d$, so $T=101\,T_0=143$ ns. The intrinsic time is 1.4 ns. The two contributions are equal at $A=\rho d/R=100\ \mu\mathrm{m^2}$, a square of side $10\ \mu$m.

To include the background permittivity, which I take as 25, replace $i=A\,dP/dt$ by $i=A\,dP/dt+C\,dv/dt$. I integrated this with (\ref{circuit}) and (\ref{lk}) by an implicit Runge--Kutta method. At fixed $V$ and $R$:
\begin{center}
\begin{tabular}{ccccc}
side & $T$, eq.~(\ref{law}) & $T$, with $C$ & $2P_sAR/V$ & $\langle v\rangle$, with $C$\\
($\mu$m) & (ns) & (ns) & (ns) & (V)\\
1 & 1.43 & 1.43 & 0.013 & 2.97\\
10 & 2.83 & 2.95 & 1.33 & 1.54\\
100 & 143.1 & 143.3 & 133.3 & 0.21
\end{tabular}
\end{center}
The small film receives nearly the whole 3 V. The large one receives 0.21 V on average; the resistor takes 93\% of the applied voltage.

These times end when $P$ first reaches $+P_s$, and the current does not stop there. At $P=P_s$ we have $E_L=0$, so without $C$ equation (\ref{sum}) still gives $3\ \mathrm V/101\ \Omega=29.7$ mA on the large pad. The polarization comes to rest only where $dE_L=V$, at $p=1.36$. The whole current pulse is therefore longer than $T$, and its area is larger than $\Delta Q$.

\textbf{Q:} An average of 0.21 V is below the coercive voltage. How can it switch?

\textbf{A:} It must pass 1 V on the way up. In this model $E_L$ is negative for $0<p<1$, so on a large pad the film voltage then turns negative and helps the generator. Without $C$, equation (\ref{sum}) puts the largest current at $p=1/\sqrt3$:
\[
i_{\max}=\frac{V+V_c}{R+\rho d/A}=\frac{4\ \mathrm V}{101\ \Omega}=39.6\ \mathrm{mA},
\]
which exceeds $V/R=30$ mA. So $V/R$ does not limit the instantaneous current here, although (\ref{floor}) limits the width.

Both results need the polarization to stay uniform, and on a large pad it would not do so by itself. Two regions under one electrode share the same $v$, so by (\ref{lk}) a small difference $\delta$ between their polarizations obeys $\rho\,d\delta/dt=-(dE_L/dP)\,\delta$. It grows while $|p|<1/\sqrt3$, at $p=0$ with a time constant of only 0.8 ns, and the large pad spends about 80 ns in that range without $C$, or about 67 ns with it. Some regions then switch before others, the film voltage stays nearer to $V_c$ on average, and by (\ref{identity}) the width is longer than 143 ns.

If the film instead stays at $V_c$ while it switches, as for a square loop, the current is $(V-V_c)/R$ and the switching takes $2P_sAR/(V-V_c)=200$ ns. Before that, the background capacitance must charge from 0 to $V_c$. From $RC\,dv/dt=V-v$ this takes $RC\ln[V/(V-V_c)]=9$ ns, so the total is 209 ns.

\section{Which experiments can tell}

\textbf{Q:} My pulse gets shorter when I raise the voltage. Surely that shows the film's field-dependent kinetics?

\textbf{A:} Look at (\ref{width}). The factor $P_sJ/V$ multiplies $RA$ and $\rho d$ alike. Going from 3 V down to 2 V lengthens the pulse by a factor 1.64 on the $1\ \mu$m pad, where the film is the limit, and by the same 1.64 on the $100\ \mu$m pad, where the resistor is. In this model a voltage sweep cannot separate them.

Change one friction at a time instead. On the $100\ \mu$m pad at 3 V, with the background capacitance included, a film with ten times smaller $\rho$ shortens the pulse from 143.3 to 141.8 ns. Halving $R$ with the original film brings it to 72.5 ns.

\textbf{Q:} I cannot alter $\rho$ in the laboratory, but I can make pads of several sizes. Equation (\ref{law}) is a straight line in $A$, so I extrapolate to zero area and read off $T_0$.

\textbf{A:} As long as the polarization stays uniform, that works fairly well. The background capacitance leaves the slope at large area unchanged. There the film follows $v=dE_L$ closely, and $R\,dQ/dt=V-v$ with $dQ=A\,dP+C\,dv$ gives
\[
T\simeq RA\int_{-P_s}^{P_s}\frac{dP}{V-v}+RC\int\frac{dv}{V-v}.
\]
The second integral is $-\ln(V-v)$ between end points that both have $v=0$, so it vanishes. This requires $Q$ to rise steadily with $P$, that is $1+\varepsilon_0\varepsilon_b\,dE_L/dP>0$, with $\varepsilon_b=25$. The second term is most negative at $P=0$, where it is about $-0.29$, so the condition holds.

The intercept does shift. A line through the integrated widths for sides of 50 and $100\ \mu$m meets zero area at 1.6 ns, about 15\% above $T_0$. The widths must be accurate, though: an error of 1\% in either one moves this intercept by about 0.5 ns.

\textbf{Q:} That I could live with.

\textbf{A:} There are two traps. First, suppose part of the resistance is a contact layer under the pad, so that $R=R'+r_c/A$. Then $RA=R'A+r_c$, and without the background capacitance the intercept is $T_0[1+r_c/(\rho d)]$ instead of $T_0$. A contact resistivity of $10^{-4}\ \Omega\,\mathrm{cm^2}$, chosen equal to $\rho d$, doubles it from 1.4 to 2.8 ns. A width that does not depend on area is therefore not proved to be intrinsic.

Second, the line itself comes from the homogeneous model, and we saw that large pads do not stay uniform. If the same film is divided into many uncoupled regions with slightly different coercive fields, the intercept can miss $T_0$ altogether and even come out negative. Try an activated film,
\begin{equation}
\frac{dp}{dt}=\frac{1-p}{\tau(v)},\qquad \tau=\tau_0\,e^{E_ad/v},
\end{equation}
with model parameters $\tau_0=0.02$ ns and $E_a=12$ MV/cm, so $E_ad=12$ V. Since $p$ approaches 1 without reaching it, take the time to 90\% of the reversal, $p=0.8$. Then $1-p$ falls from 2 to 0.2, and at a constant 3 V the time is $\tau\ln10=0.02\,e^{4}\ln10=2.5$ ns.

With the same circuit and background capacitance, numerical integration gives 70.9 ns for a side of $50\ \mu$m and 240.6 ns for $100\ \mu$m. The areas are in the ratio $1:4$, so the line through these points has the intercept
\[
70.9-\frac{240.6-70.9}{3}=14.3\ \mathrm{ns},
\]
nearly six times the intrinsic 2.5 ns.

\textbf{Q:} Why does the straight line fail so badly?

\textbf{A:} The film voltage keeps falling as the pad grows. A larger pad gets its charge more slowly, and the film adjusts by sitting at a lower voltage, where it switches more slowly too. For an estimate, set $T\approx\tau(v)\ln10$ and solve for the voltage:
\[
v\approx\frac{E_ad}{\ln[T/(\tau_0\ln10)]}.
\]
This gives 1.6 V and 1.4 V for the two pads; the integrated averages are 1.58 and 1.35 V. The dependence on $T$ is logarithmic, so $\langle v\rangle$ has not settled. To see what this does to the line, put the estimate into (\ref{identity}). The charge is nearly proportional to area, so $A\propto T(V-v)$. The estimate gives $dv/dT=-v^2/(E_ad\,T)$, and therefore
\[
\frac{dA}{dT}\propto V-v+\frac{v^2}{E_ad}.
\]
For $v$ below $E_ad/2=6$ V this rises as $v$ falls. Each further piece of area then costs less time than the one before, so the curve of width against area bends downward. A straight line through two large pads therefore meets the axis above the point where the curve itself does, which is the intrinsic time.

\textbf{Q:} Does the large pad at least forget the film's speed, as before?

\textbf{A:} Not completely. With $\tau_0$ ten times smaller, the $100\ \mu$m pad goes from 241 to 203 ns, a change of 16\% for a tenfold change in the film. The resistor dominates, but the film still chooses the voltage at which it waits.

\section{Real capacitors}

\textbf{Q:} How much of this applies to a real device?

\textbf{A:} The thickness, $P_s$, $E_c$ and permittivity are rough typical values for hafnium--zirconium oxide. One limit: 25 is close to the total measured permittivity, whereas here it is only the background. The Landau curve adds a susceptibility $P_s/(3\sqrt3\,\varepsilon_0E_c)\approx43$ at $\pm P_s$, so the homogeneous model has a small-signal permittivity near 68 and overstates the dielectric response of a real film. The viscosity is a chosen parameter, so 1.4 ns belongs to the model and is not a measured material constant. Real films usually switch by nucleation and wall motion, which breaks the homogeneous assumption; the square loop and the activated film moved the width on the large pad to 209 and 241 ns, the latter for 90\% reversal. Electrode resistance can matter as much. A 50 nm electrode of resistivity $200\ \mu\Omega\,$cm has $40\ \Omega$ per square, and one such square in series raises 143 ns to $143\times1.41/1.01\approx200$ ns. The final field of 3 MV/cm is about three quarters of a rough breakdown field of 4 MV/cm, and raising $V$ all the way to that limit would shorten the homogeneous model's 143 ns only to about 105 ns.

\textbf{Q:} Then I should use the $1\ \mu$m pad and read the time directly.

\textbf{A:} There the rest of the apparatus shows up. With a generator that rises linearly in 2 ns, the integrated width, counted from half-height of the drive, is 1.6 ns instead of 1.4 ns. An inductance of 10 nH gives $L/R=0.1$ ns, but after an abrupt step it makes the voltage on so small a pad ring up to about 5 V, beyond the rough breakdown field; the overshoot drops to 0.2 V for a 0.1 ns rise and is absent for the 2 ns rise. A stray capacitance of 1 pF across the pad takes 3 pC at 3 V, while the switched charge is 0.4 pC, so the stray charge must be subtracted to find the switched charge. In (\ref{identity}) it stays part of $\Delta Q$, because it too passes through $R$.

\textbf{Q:} So what may I say about my 143 ns?

\textbf{A:} That it is the time this circuit needs to deliver 4 nC to a film that switches uniformly. For a claim about the film, first compute $R\Delta Q/(VT)$, with all the series resistance in $R$. If it is near one, the resistor set the pulse. If it is small, the film had nearly the full voltage, but that alone does not make the width intrinsic. A square-loop film driven at $V=1.1\,V_c$ holds $V_c$ while it switches, so the fraction is only about 0.09, yet its switching takes $2P_sAR/(V-V_c)$, in proportion to $R$. So unless the fraction is near one, reduce $R$ at fixed $V$ and see whether the width follows. Reducing $A$ is a weaker test, because in a film whose domain walls must travel across the pad a smaller pad also switches sooner. If the width does not follow $R$, it may be intrinsic, once the generator's rise time and the contact resistance are excluded.
